# Why semilocal functionals place the H + H2 barrier too low

Q: I model deposition and etching steps on slabs with a semilocal functional. Barriers for moving a hydrogen atom often come out suspiciously low. What is the smallest reaction in which I could find the reason?

A: The collinear exchange H + H$_2$ → H$_2$ + H. It has three electrons, so full configuration interaction (FCI) can solve it completely in a given basis, and it resembles an etching step in which a hydrogen atom removes a hydrogen from a surface. I define the barrier through the operation

$$\Delta X = X(\mathrm{H_3})-X(\mathrm{H_2})-X(\mathrm{H}),$$

applied to the total energy $E$. There is no zero-point energy or tunnelling in it. Every method uses the same geometries: both distances 0.93 Å in H$_3$, and 0.74 Å in H$_2$. The basis is cc-pVTZ without its d functions.

Q: Is that H$_3$ geometry really the saddle?

A: For collinear motion, yes. A parabola through FCI energies at 0.91, 0.93 and 0.95 Å has its minimum at 0.930 Å, so the energy rises under symmetric stretching. Moving the central atom by 0.05 Å with the ends fixed lowers the FCI energy by 0.16 kcal/mol, so it falls along the exchange direction. The same parabola for H$_2$ gives 0.743 Å, close to the chosen value.

Q: How far apart are the barriers?

A: In kcal/mol:

- LSDA: −2.8
- PBE: 3.7
- PBE with 25% exact exchange: 5.7
- FCI: 10.4
- unrestricted Hartree–Fock (UHF): 17.6

The PBE error relative to FCI is $3.74-10.39=-6.65$ kcal/mol, or −0.288 eV. The negative LSDA value means that LSDA puts H$_3$ below the separated reactants at this geometry.

FCI is complete only within the basis. Adding the d functions lowers the barrier by 0.4 kcal/mol in coupled-cluster calculations with single and double excitations, so the reference would move to about 10.0. That is small beside the PBE error.

Q: People blame self-interaction. What precisely is it?

A: Take a density $n$ that holds one electron. The Hartree energy

$$U[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'$$

(atomic units) is then a repulsion of the electron from itself. One electron has no electron–electron repulsion, so the exact functional must cancel this: $E_x[n,0]=-U[n]$ and $E_c[n,0]=0$. The two arguments are the densities of the two spins. What an approximate functional leaves over is its one-electron self-interaction error,

$$S[n]=U[n]+E_{xc}[n,0].$$

If $S<0$, the functional makes that electron too stable. A barrier contains only differences of $S$, so its sign in a single atom does not settle the matter.

Q: Why should $S$ depend on whether the electron is spread out?

A: Divide one electron among distant copies of a spherical atomic density $n_1$, with weights $w_A$ that sum to one:

$$n(\mathbf r)=\sum_A w_A n_1(\mathbf r-\mathbf R_A).$$

Insert this in $U$. Each term with both factors on the same atom gives $w_A^2U_1$, where $U_1=U[n_1]$. Terms with different atoms occur twice, which cancels the factor ½, and distant spherical charges interact like point charges. Hence

$$U=\sum_A w_A^2U_1+\sum_{A<B}\frac{w_Aw_B}{R_{AB}}.$$

Local exchange is $E_x=-C\int n^{4/3}d\mathbf r$, with a positive constant $C$ for one spin. Where one piece is present the others vanish, so the power acts on each piece separately:

$$E_x=-C\sum_A w_A^{4/3}\int n_1^{4/3}d\mathbf r=\sum_A w_A^{4/3}E_{x1}.$$

As $R_{AB}\to\infty$ the point-charge terms vanish and

$$S_x=U_1\sum_A w_A^2-|E_{x1}|\sum_A w_A^{4/3}.$$

The subscript $x$ means that correlation is left out. For $0<w<1$ we have $w^2<w^{4/3}$: division reduces the Hartree term more than it reduces local exchange. Exact exchange would follow $-U$ and leave zero for every set of weights.

In terms of the exchange hole, the exact hole around a lone electron is its own density, spread over all the pieces. The local approximation puts a compact hole around the reference point. Once the electron is shared evenly enough among distant pieces, this gives too negative an exchange energy. On a single atom the local exchange energy is not negative enough, as the numbers below show.

Q: Which weights are relevant to H$_3$?

A: A three-site model with equal site energies, set to zero, and hopping $-t$ between neighbours gives them. Its equations are

$$\varepsilon c_1=-tc_2,\qquad \varepsilon c_2=-t(c_1+c_3),\qquad \varepsilon c_3=-tc_2.$$

For the symmetric solutions $c_1=c_3$. Substituting the first equation in the second gives $\varepsilon^2=2t^2$. The lowest root is $\varepsilon=-\sqrt2\,t$, with $c_2=\sqrt2\,c_1$. Normalisation, $2c_1^2+2c_1^2=1$, gives $c_1=1/2$. The weights are therefore 1/4, 1/2, 1/4. The antisymmetric solution has $c_2=0$, $\varepsilon=0$ and weights 1/2, 0, 1/2.

Two electrons of the majority spin fill both orbitals. The single minority-spin electron occupies the lowest one and is shared by three centres. In H$_2$ its counterpart is shared by two.

For the three weights,

$$\sum_A w_A^2=0.375,\qquad \sum_A w_A^{4/3}=0.712.$$

The UHF density of one hydrogen atom gives $U_1=196.1$ and, by grid integration, a local exchange energy $E_{x1}=-168.2$ kcal/mol. On one atom $S_x=196.1-168.2=27.9$ kcal/mol. Divided over three distant atoms it becomes

$$S_x=0.375(196.1)-0.712(168.2)\approx-46\ \text{kcal/mol}.$$

The error has changed sign.

Q: Does more sharing always make it worse?

A: No. For $M$ equal, distant pieces, $\sum w^2=1/M$ and $\sum w^{4/3}=M^{-1/3}$, so

$$S_x(M)=\frac{U_1}{M}-\frac{|E_{x1}|}{M^{1/3}}.$$

Treat $M$ as continuous and set the derivative to zero:

$$-\frac{U_1}{M^2}+\frac{|E_{x1}|}{3M^{4/3}}=0
\quad\Rightarrow\quad M^{2/3}=\frac{3U_1}{|E_{x1}|}\approx3.50.$$

The minimum lies at $M\approx6.5$. Up to there $S_x$ falls; beyond it $S_x$ rises and approaches zero from below. H$_3$ is on the falling side.

The limit gives a direction, not the size for H$_3$. At bonding distances the pieces overlap, and the repulsion between them, which the limit discards, is large. The actual orbitals have to be used.

Q: Do gradient corrections remove the trend?

A: PBE exchange does not remove it in this limit. PBE multiplies the local exchange integrand by a factor $F(s)$ that increases with the reduced gradient $s\propto|\nabla n|/n^{4/3}$. Replacing $n$ by $wn$ gives

$$s\to\frac{w|\nabla n|}{w^{4/3}n^{4/3}}\propto w^{-1/3}s.$$

Since $w<1$, both $s$ and $F$ increase. The divided electron therefore keeps a larger fraction of its exchange energy than in the local case. With atoms 10 Å apart the fraction is 0.762 for PBE, against 0.712 for local exchange. PBE does greatly reduce the error of the single atom, as the numbers for actual orbitals will show.

Q: Can the PBE barrier error be divided without assuming that self-interaction is the culprit?

A: Yes. Start from the UHF orbitals. Evaluated with the same orbitals, PBE and Hartree–Fock have the same kinetic, nuclear and Hartree energies. They differ only in exchange and correlation:

$$E_{\rm PBE}[\text{UHF}]-E_{\rm UHF}=E_x^{\rm PBE}-E_x^{\rm exact}+E_c^{\rm PBE}.$$

Apply $\Delta$ and subtract $\Delta E_{\rm FCI}-\Delta E_{\rm UHF}$ from both sides. On the left $\Delta E_{\rm UHF}$ cancels. Then add the change $\Delta_{\rm relax}$ that occurs when PBE is allowed to choose its own orbitals:

$$\Delta E_{\rm PBE}-\Delta E_{\rm FCI}
=\Delta(E_x^{\rm PBE}-E_x^{\rm exact})
+\left[\Delta E_c^{\rm PBE}-(\Delta E_{\rm FCI}-\Delta E_{\rm UHF})\right]
+\Delta_{\rm relax}.$$

Exchange acts between electrons of equal spin, and PBE exchange keeps this separation: $E_x[n_\alpha,n_\beta]=E_x[n_\alpha,0]+E_x[0,n_\beta]$. The first term thus splits into a majority part ($\alpha$) and a minority part ($\beta$). H$_3$ and H$_2$ each have one $\beta$ electron, and H has none. Exact $\beta$ exchange is therefore $-U[n_\beta]$, and the minority part is

$$\Delta\left(E_x^{\rm PBE}[0,n_\beta]+U[n_\beta]\right).$$

This is a pure one-electron error, with no choice of how to mix orbitals. Its value still depends on the orbital on which it is evaluated, here the UHF one.

Q: What are the four parts?

A: In kcal/mol:

- minority-spin exchange: −2.55
- majority-spin exchange: −2.33
- correlation: +0.32
- relaxation: −2.10

Their sum is −6.66, which agrees with −6.65 within rounding.

The shares belong to the UHF starting point: on PBE orbitals the exchange error of the barrier is −8.4, larger than the whole error, and the other terms then offset part of it. On UHF orbitals exchange supplies −4.88, nearly three quarters of the error. Slightly more than half of that is the pure one-electron term. The majority part also contains exchange between two different electrons in H$_3$, so I would not call all of it self-interaction on this evidence.

Relaxation can only lower the PBE energy of each system, because PBE minimises it. The negative sign here says that H$_3$ gains 2.10 kcal/mol more than the reactants do. That PBE gains this by spreading the electrons further is a plausible reading, but the budget does not prove it.

Q: Could the real fault be poor correlation at the saddle?

A: Not when correlation is measured from UHF. The correlation part of the barrier is $10.39-17.64=-7.25$ kcal/mol from FCI, and PBE correlation on the UHF density gives −6.92. Its error has the wrong sign to explain a low barrier. UHF exchange with PBE correlation would give $17.64-6.92=10.72$ kcal/mol, close to FCI. That agreement belongs to this reaction. It does not show that full exact exchange with semilocal correlation works elsewhere.

Q: So why does a hybrid functional raise the barrier?

A: Let a fraction $a$ of exact exchange replace PBE exchange. For a set of orbitals $\Phi$ the energy is

$$F_a[\Phi]=E_{\rm PBE}[\Phi]+a\left(E_x^{\rm exact}[\Phi]-E_x^{\rm PBE}[\Phi]\right),$$

and $E_a$ is its minimum. When $a$ changes, the orbitals change too, but at the minimum the first-order effect of their change is zero. Only the explicit dependence remains:

$$\frac{d\Delta E_a}{da}=\Delta\left(E_x^{\rm exact}-E_x^{\rm PBE}\right).$$

The right side is minus the exchange error of the barrier, taken on the orbitals for that $a$. At $a=0.25$ it equals 7.52 kcal/mol per unit of $a$. The slope between separate self-consistent calculations at $a=0.15$ and 0.35 is also 7.52. The barrier rises because PBE exchange favours the saddle.

A quarter of exact exchange raises the barrier by $5.73-3.74=1.99$ kcal/mol, about 30% of what is missing. A hybrid moves the result in the right direction here, but its barrier is still 4.7 kcal/mol too low.

Q: What happens if you remove the self-interaction directly?

A: The Perdew–Zunger correction does this orbital by orbital:

$$E_{\rm PZ}=E-\sum_i S[n_i],$$

where $n_i$ is the density of occupied orbital $i$. It restores the exact condition for any one-electron system. I apply it to fixed self-consistent orbitals of each functional, as a diagnosis.

One choice needs care. The two majority orbitals $g$ and $u$ of H$_3$ can be mixed,

$$\phi_1=g\cos\theta+u\sin\theta,\qquad
\phi_2=-g\sin\theta+u\cos\theta,$$

and $\phi_1^2+\phi_2^2=g^2+u^2$, because the cross terms cancel. The total density and $E$ do not change, but $\sum_iS[n_i]$ does. The usual prescription takes the lowest $E_{\rm PZ}$, hence the largest sum of $S$. Reflection through the central atom turns the pair at $\theta$ into the pair at $90^\circ-\theta$, apart from signs, so $45^\circ$ is a stationary point. Among five equally spaced angles from 0 to $45^\circ$, the sum is largest at $45^\circ$, where one orbital sits mainly on the left and the other mainly on the right.

Q: What does $S$ look like for the real orbitals?

A: For PBE, in kcal/mol:

- H atom: −0.16
- H$_2$ orbital, each spin: −1.26
- H$_3$ minority orbital: −5.59
- H$_3$ majority pair, localised: −5.14 in total

The minority orbital shows the mechanism most clearly. Its root-mean-square spread along the axis is 0.69 Å, against 0.55 Å for the H$_2$ orbital, and its $S$ is more negative by 4.33 kcal/mol. Not all of this comes from the third centre, because the bonds are also longer. Stretching H$_2$ from 0.74 to 0.93 Å already lowers $S$ from −1.26 to −3.05 kcal/mol. Sharing with a third atom at that distance lowers it by a further 2.54 kcal/mol.

Subtracting $S$ raises the barrier by reactant $S$ minus saddle $S$:

$$\text{minority: } -1.26-(-5.59)=4.33,$$
$$\text{majority: } (-0.16-1.26)-(-5.14)=3.72.$$

The sum is 8.05, and the PBE barrier moves from 3.74 to 11.79 kcal/mol. The minority value is larger than the 2.55 of the budget because it uses PBE orbitals instead of UHF orbitals, and the PBE minority orbital of H$_3$ is more spread out. It also includes one-electron correlation, but that lowers the value by less than 0.2 kcal/mol.

Q: That is above the FCI barrier. Have you removed too much?

A: Yes, by 1.4 kcal/mol. The correction is not an exact cure. It was not made self-consistent, and the one-electron condition does not fix the errors among several electrons. It also depends strongly on the orbital choice: the unmixed majority orbitals have a total $S$ of −40.0 instead of −5.1 kcal/mol, which would raise the barrier absurdly. The conclusion I draw is limited. With the localised choice, the one-electron error has the right sign and is large enough to account for the low barrier.

Q: Is LSDA the same story? Its hydrogen atom is not too stable.

A: It is the same difference with another starting point. The LSDA values of $S$ are +12.9 for H, +13.9 for each H$_2$ orbital, +8.2 for the H$_3$ minority orbital and +23.0 kcal/mol for the localised majority pair. Every one is positive, so this error raises the energy of reactants and saddle alike. It raises the saddle less.

The minority spin contributes $13.89-8.19=5.70$ to the correction and the majority spin 3.85 kcal/mol. The barrier rises by 9.55, from −2.83 to 6.72. About 3.7 kcal/mol of the LSDA error remains. "Overstabilised saddle" must therefore be read relative to the reactants.

Q: When would this explanation fail for one of my surface reactions?

A: Consider the general difference

$$\Delta S=\sum_{i\,\in\,\text{saddle}}S[n_i]-\sum_{i\,\in\,\text{reactants}}S[n_i].$$

The mechanism lowers the barrier only if $\Delta S<0$. If the reactant shares its electrons as widely as the saddle does, the errors may cancel. If the reactant has the more negative error, for instance because a surface radical is spread over several sites, the same mechanism raises the barrier. Errors in correlation, dispersion or the adsorption geometry can also outweigh it. One reaction explains a mechanism; it cannot say how often the mechanism dominates.

Q: How much would an error of this size matter for a rate?

A: With equal prefactors, a classical rate is proportional to $\exp(-\Delta E/RT)$. The ratio of the PBE rate to the FCI rate is then

$$\exp\left(\frac{6.65\ \text{kcal/mol}}{RT}\right)\approx 8\times10^2$$

at 500 K, where $RT=0.994$ kcal/mol. This isolates the effect of the barrier error. It is not a prediction of the measured H + H$_2$ rate, which also involves zero-point energy, tunnelling and motion off the line.

Q: Should I add 6.65 kcal/mol to my slab barriers?

A: No. That number belongs to three hydrogen atoms in this basis. Calculate the correction for your own reacting group. The identity

$$\Delta E_{\rm slab}^{\rm high}=\Delta E_{\rm slab}^{\rm low}
+\left(\Delta E_{\rm slab}^{\rm high}-\Delta E_{\rm slab}^{\rm low}\right)$$

suggests replacing the bracket, which is too costly, by its value for a cluster cut from the slab:

$$\Delta E_{\rm slab}^{\rm high}\approx\Delta E_{\rm slab}^{\rm low}
+\left(\Delta E_{\rm cluster}^{\rm high}-\Delta E_{\rm cluster}^{\rm low}\right).$$

Here $\Delta E$ is the barrier of the surface step, "low" is the semilocal functional and "high" is a method that describes both exchange and correlation accurately in the cluster, such as coupled cluster with single, double and perturbative triple excitations where one determinant is a good starting point. Freedom from self-interaction is not enough: UHF has no self-interaction error, yet it puts the H$_3$ barrier 7.25 kcal/mol above FCI. The slab supplies the long-range environment, and the cluster corrects the local bond exchange.

The approximation requires that the part of the functional's error that changes between reactants and saddle come from the atoms in the cluster. An error that stays the same elsewhere in the slab cancels in the barrier. Use the same local geometries and spin state in both models, and enlarge the cluster until the bracket stops changing. If it keeps changing, the correction cannot be treated as local. Electrons shared across the cluster boundary are one possible cause; missing dispersion or disturbed bonds at the cut edge are others.
